# Nested-dissection fill on grids: leading constants and first corrections

## The storage question

The electron density of a one-particle Hamiltonian \(H\) on a real-space grid can be assembled from the diagonal of \((H-z)^{-1}\) at a set of complex energies \(z\). The matrix \(A=H-z\) is sparse, but its inverse is in general full. Selected inversion computes only some entries of the inverse, starting from a triangular factorization of \(A\). The memory needed is then set by the factor, which on all but the smallest two- and three-dimensional grids has more nonzero entries than \(A\) itself. How many more depends on the order in which the grid points are eliminated.

Take a grid with \(n\) points per side, open ends and \(N=n^2\) or \(N=n^3\) unknowns. Each point couples to all points whose indices differ by at most one: the 9-point stencil in two dimensions, the 27-point stencil in three. Let \(n=2^l-1\) and \(L=n+1=2^l\). Write

\[
A=TDT^{\mathsf T},
\]

with \(T\) unit lower triangular and \(D\) diagonal. For real symmetric \(H\) and \(\operatorname{Im}z\neq0\) no pivoting is needed for this to exist. If a leading block of \(A\) annihilated a vector \(x\), the imaginary part of \(x^\dagger(H-z)x=0\) would read \(-\operatorname{Im}z\,|x|^2=0\), so \(x=0\). All leading blocks are therefore invertible and all pivots are nonzero. This settles existence, not accuracy: if \(\operatorname{Re}z\) equals the diagonal element of the first point, the first pivot is \(-i\operatorname{Im}z\) and its column of \(T\) has entries of order \(1/|\operatorname{Im}z|\), so digits can be lost when \(z\) lies close to the real axis inside the spectrum.

Let \(F_2\) and \(F_3\) be the numbers of entries of \(T\), diagonal included, assuming that no entry vanishes by accidental cancellation.

## What one cut costs

**Fill rule.** Eliminating a point couples all its remaining neighbours to each other. Hence two remaining points are coupled if and only if a path of couplings joins them through eliminated points. This holds before the first step. When \(u\) is eliminated, a new coupling joins two paths that end at \(u\); conversely, a path through \(u\) splits there into two older ones. Column \(v\) of \(T\) therefore contains \(v\) and every later point reachable from \(v\) through earlier points.

**Ordering.** Nested dissection cuts a box through the middle of its longest side by a line (or plane) of points. Both halves are eliminated first, each by the same rule, and the cut last.

Consider a cut of \(s\) points in a box \(R\), and let \(\partial R\) be the layer of grid points around \(R\), corners included. Points of \(\partial R\) belong to earlier-made cuts, so they are eliminated later. When the cut is reached, both halves are gone. Each half is connected and touches every cut point, and the layers around the two halves together cover \(\partial R\). Each cut point thus reaches all of \(\partial R\) and all later points of its own cut. It reaches nothing beyond, because a path out of \(R\) must pass through \(\partial R\). If the box is a single point, the same follows from the stencil directly. The cost is

\[
\frac{s(s+1)}2+s\,|\partial R| .
\]

## George's constant from an interior square

Take a large square of side \(m\), surrounded on all sides, and keep terms of order \(m^2\).

- The first cut has \(s=m\) and \(|\partial R|=4m\). It costs \(4m^2+\tfrac12m^2=\tfrac92m^2\).
- Each half measures \(m/2\) by \(m\), with perimeter \(3m\), and its cut has \(s=m/2\). The cost is \(\tfrac32m^2+\tfrac18m^2\), and for both halves \(\tfrac{13}4m^2\).

The sum is \(\tfrac{31}4m^2\), and four squares of half the side remain. Their total area is the same, so every level whose boxes are large and mostly interior costs about \(\tfrac{31}4n^2\). Levels near the top and the bottom cost less, but the number that cost markedly less stays bounded as \(n\) grows, while the total number of levels grows as \(\log_2 n\). This is the origin of \(\tfrac{31}4n^2\log_2n\). The next term requires the outer edge and the finite size of small boxes.

## The exact sum in two dimensions

Suppose axis \(i\) is divided into \(q_i\) intervals of width \(w_i=L/q_i-1\). A box with \(\sigma_i\) bordered sides along axis \(i\) (0, 1 or 2) has

\[
|\partial R|=\prod_i(w_i+\sigma_i)-\prod_i w_i .
\]

Summed over all boxes, each product factorizes into sums along the axes. Along one axis \(\sum w_i=L-q_i\), and \(\sum\sigma_i=2q_i-2\) because the two outer ends have no neighbours. Therefore

\[
\sum_{\rm boxes}|\partial R|=\prod_i(L+q_i-2)-\prod_i(L-q_i). \tag{1}
\]

At the level with \(q\) squares per axis, set \(M=L/q\), so that \(M\) runs over \(2,4,\dots,L\). The first cuts have \(s=M-1\), and (1) gives

\[
(L+q-2)^2-(L-q)^2=4(q-1)(L-1).
\]

The second cuts have \(s=M/2-1\), and (1) with \((2q,q)\) gives

\[
(L+2q-2)(L+q-2)-(L-2q)(L-q)=6qL-4L-6q+4 .
\]

The sums over levels are

\[
\sum1=l,\qquad \sum M=2(L-1),\qquad \sum\frac1M=1-\frac1L .
\]

The four contributions follow.

First cuts, coupling to the layer:
\[
4(L-1)\sum\Bigl(L+1-M-\frac LM\Bigr)=4(L^2-1)l-12(L-1)^2 .
\]

First cuts, internal: there are \(q^2\) cuts, each with \(M(M-1)/2\) entries, so
\[
\sum\frac{L^2}2\Bigl(1-\frac1M\Bigr)=\frac{L^2l}2-\frac{L(L-1)}2 .
\]

Second cuts, coupling to the layer: multiplying \(M/2-1\) by \(6L^2/M-4L-6L/M+4\) gives
\[
\sum\Bigl[3L^2+L-4-2(L-1)M-\frac{6L(L-1)}M\Bigr]
=(3L^2+L-4)l-10(L-1)^2 .
\]

Second cuts, internal: there are \(2q^2\) cuts, each with \(\tfrac12(M/2-1)(M/2)\) entries, so
\[
\sum\Bigl(\frac{L^2}4-\frac{L^2}{2M}\Bigr)=\frac{L^2l}4-\frac{L(L-1)}2 .
\]

Adding them, with \(22(L-1)^2+L(L-1)=(L-1)(23L-22)\),

\[
\boxed{F_2=\Bigl(\frac{31}4L^2+L-8\Bigr)\log_2L-(L-1)(23L-22)} \tag{2}
\]

Since \(L=n+1\), replacing \(L^2\log_2L\) by \(n^2\log_2n\) changes the result by \(O(n\log n)\). Thus

\[
F_2=\frac{31}4n^2\log_2n-23n^2+O(n\log n)
=\frac{31}8N\log_2N-23N+O(\sqrt N\log N).
\]

The coefficient \(-23\) has two sources. Terms proportional to \(LM\) in the level sums are largest for large boxes. They express the missing neighbours at the outer edge and contribute \(-8-4=-12\). Terms proportional to \(L^2/M\) are largest for small boxes, where a cut removes a noticeable part of the box width. They contribute \(-4-\tfrac12-6-\tfrac12=-11\).

## Reading the constant from finite grids

Dividing by the leading form gives

\[
\frac{F_2}{n^2\log_2n}\simeq\frac{31}4-\frac{23}{\log_2n}. \tag{3}
\]

The approach to \(7.75\) is logarithmic. At \(n=1023\) the ratio is 5.467, while (3) gives 5.450. At \(n=2^{30}-1\) it is still 6.983. By (3), coming within one percent of \(31/4\) would need \(\log_2n\approx297\). A raw ratio on a practical grid therefore cannot test the constant.

Differences can. Let \(g_l=F_2/L^2\). In \(g_{l+1}-g_l\) the \(-23\) cancels, leaving \(31/4\) plus errors of the form \((a+bl)2^{-l}\) and smaller ones. Replacing successive values \(x_l\) by \(2x_{l+1}-x_l\) turns this error into \(b\,2^{-l}\), and a second application removes it. The counts from symbolic elimination at \(n=31,63,127,255\) are 17666, 99450, 518578 and 2569386. They give

- differences: 7.0278, 7.3717, 7.5542;
- after one step: 7.7156, 7.7368;
- after two steps: 7.7579.

This differs from \(7.75\) by 0.1 percent. The counts themselves were tested against (2) for every \(l\) from 1 to 8 and agree as integers.

## Sparser stencils and other grid sizes

With the 5-point stencil, diagonal couplings are absent. A cut point still reaches the sides of \(\partial R\) through the two eliminated halves, but it misses the corners, at most four. The layer points in line with the cut touch \(R\) only at the ends of the cut. If the cut is eliminated from one end to the other, the near one is reached by every cut point and the far one only by the last. Each column thus loses at most five entries, and the total loss is at most \(5N\). The coefficient of \(n^2\) changes, but \(31/4\) does not. At \(n=255\) the loss is 4.15 entries per unknown, and the same extrapolation of 5-point counts gives 7.7485.

For a general \(n\), embed the grid in the next one of size \(2^{l}-1\), which is less than twice as wide, and keep the induced order. Deleting points removes paths and creates none, so the bounds \(O(N\log N)\) and, in three dimensions, \(O(N^{4/3})\) hold for all \(n\). The constants were derived for \(n=2^l-1\).

## Three dimensions

Each level now has three stages, with interval numbers \((q,q,q)\), \((2q,q,q)\) and \((2q,2q,q)\). The cuts contain

\[
s_1=(M-1)^2,\quad s_2=\Bigl(\frac M2-1\Bigr)(M-1),\quad s_3=\Bigl(\frac M2-1\Bigr)^2
\]

points, and there are \(L^3/M^3\) times 1, 2 and 4 of them. Put \(q_i=c_iL/M\) with \(c_i=1\) or 2. Expanding (1),

\[
\sum|\partial R|=L^3\Bigl[\frac{2\sum_ic_i}M+\frac{2\prod_ic_i}{M^3}\Bigr]-6L^2\Bigl[1+O\Bigl(\frac1M\Bigr)\Bigr]+O(L),
\]

where \(2\sum c_i=6,8,10\) for the three stages. The even powers of \(1/M\) cancel in the \(L^3\) part. Multiply by

\[
s_1=M^2-2M+1,\quad s_2=\tfrac12M^2-\tfrac32M+1,\quad s_3=\tfrac14M^2-M+1,
\]

and add the internal entries, whose leading part is \(s^2/2\) per cut. Three kinds of term matter:

- \(L^3M\): \((6+\tfrac12)+(4+\tfrac14)+(\tfrac52+\tfrac18)=\tfrac{107}8\);
- \(L^2M^2\): \(-6-3-\tfrac32=-\tfrac{21}2\);
- \(L^3M^0\): \((-12-2)+(-12-\tfrac32)+(-10-1)=-\tfrac{77}2\).

With \(\sum M=2L-2\), \(\sum M^2=\tfrac43(L^2-1)\) and \(\sum1=\log_2L\), the first two give \(\tfrac{107}4L^4-14L^4=\tfrac{51}4L^4\). The third gives the logarithm. All other terms, such as \(L^3/M\), \(L^2M\) and \(LM^2\), sum to \(O(L^3)\). Hence

\[
\boxed{F_3=\frac{51}4n^4-\frac{77}2n^3\log_2n+O(n^3)},\qquad n^4=N^{4/3}. \tag{4}
\]

The structure differs from that in two dimensions. With \(M=L/q\), a level costs \(L^4\bigl[107/(8q)-21/(2q^2)\bigr]\) at leading order, which eventually halves from level to level instead of staying constant. The levels \(q=1,2,4\) contribute 2.88, 4.06 and 2.69, three quarters of the total 12.75. Because large boxes dominate, the missing neighbours at the outer faces lower the leading constant itself, from \(107/4\) to \(51/4\).

Symbolic elimination agrees with the exact sum over cuts for \(n=1,3,7,15,31\). That sum gives \(F_3/n^4=11.302\) at \(n=127\) and 12.460 at \(n=1023\), whereas the two terms in (4) give 10.631 and 12.374. The remainders, multiplied by \(n\), are 85 and 89, as expected from an omitted term proportional to \(n^3\). The correction is negative and fades with size, so the local growth is steeper than its limit: doubling \(L\) from 128 gives a power of \(N\) of 1.357 instead of 1.333.

For the 7-point stencil the factor pattern lies inside the 27-point one, which bounds it from above. The top plane still becomes a full triangular block of \(n^2(n^2+1)/2\) entries for \(n\ge3\), which bounds it from below. The order \(N^{4/3}\) survives; the constant \(51/4\) has not been shown for that stencil.

## Why the inverse needs no more room

Let \(Z=A^{-1}\). From \(A=TDT^{\mathsf T}\) follows \(ZT=T^{-\mathsf T}D^{-1}\), which is upper triangular with diagonal \(1/d_j\). Let \(S\) be the set of rows below the diagonal in column \(j\) of \(T\). Reading column \(j\) of this equation in rows \(S\) and in row \(j\) gives

\[
Z_{Sj}=-Z_{SS}T_{Sj},\qquad
Z_{jj}=\frac1{d_j}-T_{Sj}^{\mathsf T}Z_{Sj}.
\]

The columns are treated from last to first. Any two points of \(S\) are joined by a path through \(j\) and points earlier than \(j\), so by the fill rule their entry lies in the pattern of \(T\). The recursion therefore closes on that pattern, and the selected inverse obeys the same counts (2) and (4).

On a real 9-point grid Hamiltonian with \(n=15\), it held 2778 lower-triangle entries out of 25425. The largest absolute deviation from a dense inverse was \(1.9\times10^{-16}\), for a matrix with diagonal elements 8. This matrix is real and positive definite (\(z=0\), below the spectrum), so the deviation says nothing about complex \(z\) close to an eigenvalue. The numerical factor had the predicted number of nonzeros, so no cancellation occurred there.

## Two grid sizes in numbers

For \(n=1023\) in two dimensions, \(L=1024\) and \(l=10\), so (2) gives

\[
F_2=(8126464+1016)\times10-1023\times23530=57\,203\,610 .
\]

That is 54.7 entries per unknown. At 16 bytes per complex entry the factor takes 0.915 GB, against about 8760 GB for a dense triangle. The leading term alone would predict \(8.11\times10^7\) entries; the true count is 71 percent of it.

For \(n=127\) in three dimensions, with about twice as many unknowns, the factor has \(2.94\times10^9\) entries, or 1435 per unknown, and takes 47.0 GB. The cause is the size of the cuts: the top plane has \(127^2=16129\) points, the top line in the planar case 1023.

Much of the gain over the dense triangle is already reached with a simple ordering. Row-by-row elimination of a planar grid keeps a front of about \(n\) points, so it stores about \(n^3\) entries. At \(n=127\) it needs 2064385, about 63 times fewer than the dense triangle but still 3.98 times the nested-dissection count of 518578.

These counts apply to short-ranged couplings. If each point carries \(p\) mutually coupled orbitals, every entry becomes a \(p\times p\) block and storage grows by about \(p^2\). If the couplings reach \(r\) points, grouping the planar grid into \(r\times r\) cells gives \(N/r^2\) cells with blocks of \(r^4\) entries, so the leading term grows by the factor \(r^2\log(n/r)/\log n\). This is close to \(r^2\) only if \(\log r\ll\log n\): for \(r=4\) and \(n\approx1000\) it is about 12.8 instead of 16. The full count grows less, because the \(-23n^2\) term is not small there: (2) for \(255\times255\) cells, with full off-diagonal blocks of 256 entries and triangular diagonal blocks of 136, gives at most 625 entries per unknown against 54.7, a factor of at most 11.4. Pivoting that reorders the points invalidates the counts. The constants belong to this ordering and are not lower bounds over all orderings. The numerical output below lists the elimination counts for \(n=15\) to 255 in two dimensions and \(n=3\) to 31 in three.

## Computed values

```
2D factor entries from graph elimination
n=15: 9-point 2778, 5-point 2272, 9-point/(n^2 log2 n) = 3.1602
n=31: 9-point 17666, 5-point 14792, 9-point/(n^2 log2 n) = 3.7106
n=63: 9-point 99450, 5-point 85416, 9-point/(n^2 log2 n) = 4.1920
n=127: 9-point 518578, 5-point 455560, 9-point/(n^2 log2 n) = 4.6006
n=255: 9-point 2569386, 5-point 2299784, 9-point/(n^2 log2 n) = 4.9427
log constant from counts at n=31,63,127,255, 9-point: 7.7579
log constant from counts at n=31,63,127,255, 5-point: 7.7485
George's constant 31/4: 7.7500
5-point loss per unknown at n=255: 4.1461
2D ratio F2/(n^2 log2 n) at n=2^10-1: 5.4668
2D ratio F2/(n^2 log2 n) at n=2^20-1: 6.6000
2D ratio F2/(n^2 log2 n) at n=2^30-1: 6.9833
row-by-row entries at n=127: 2064385
row-by-row entries / n^3 at n=127: 1.0078
row-by-row / nested dissection at n=127: 3.981
3D factor entries from graph elimination, 27-point
n=3: 215, divided by N^(4/3): 2.6543
n=7: 12033, divided by N^(4/3): 5.0117
n=15: 367237, divided by N^(4/3): 7.2541
n=31: 8376197, divided by N^(4/3): 9.0699
3D n=2^7-1: F3/N^(4/3) = 11.30179, local power of N = 1.35736
3D n=2^10-1: F3/N^(4/3) = 12.46044, local power of N = 1.33818
3D n=2^20-1: F3/N^(4/3) = 12.74935, local power of N = 1.33334
3D n=2^30-1: F3/N^(4/3) = 12.75000, local power of N = 1.33333
3D limiting constant 51/4: 12.7500
selected inverse, n=15: unknowns 225
selected inverse, n=15: lower entries held 2778
full lower triangle, n=15: 25425 entries
smallest factor entry on the pattern: 1.4e-04
largest error against dense inverse: 1.9e-16
bytes per complex entry: 16
example 2D: n=1023, N=1046529
example 2D: factor entries 57203610
example 2D: leading term alone 8.1095e+07 entries
example 2D: exact / leading = 0.7054
example 2D: entries per unknown 54.66
example 2D: factor memory 0.915 GB
example 2D: dense triangle 8.7618e+03 GB
example 3D: n=127, N=2048383
example 3D: factor entries 2940099685
example 3D: leading term alone 3.3168e+09 entries
example 3D: exact / leading = 0.8864
example 3D: entries per unknown 1435.33
example 3D: factor memory 47.042 GB
example 3D: dense triangle 3.3567e+04 GB
```
